# Turning an Elliptical Valley: How Much Does Ballistic Conductance Change?

## The problem

A flat, wide channel carries electrons in a single conduction valley and a single subband of the confinement. The energy in the plane is

\[
E=\frac{\hbar^2}{2}\left(\frac{k_x^2}{m_x}+\frac{k_y^2}{m_y}\right),
\]

where \(x\) points from source to drain and \(y\) runs across the width \(W\). The two masses are 0.19 and 0.92 free electron masses. The sheet density \(n\), counting both spins, is \(5\times10^{12}\) cm⁻². The temperature is zero, the bias is small, nothing scatters inside the channel, and the contacts absorb every electron that reaches them.

The channel is first built with the light mass along \(x\), and then with the heavy mass along \(x\). Density and width are the same in both cases. By what factor do the two conductances differ?

## A tempting solution

Conductivity is \(\sigma=ne^2\tau/m_x\), with \(\tau\) the time for which an electron is accelerated freely. At fixed \(n\), the conductance should therefore vary as \(1/m_x\), and the factor should be

\[
\frac{0.92}{0.19}=4.84 .
\]

A second argument seems to confirm this. The current is carried by transverse modes. With the light mass along \(x\), the heavy mass lies along \(y\), and more modes fit below the Fermi energy, by a factor \(\sqrt{0.92/0.19}=2.20\). The electrons also move faster along \(x\), by the same factor. More modes, each with faster electrons, give \(2.20\times2.20=4.84\).

## Where it fails

The first argument assumes that \(\tau\) is the same in both orientations. A ballistic channel has no scattering time. The only time available is the transit time, of order \(L/v_x\) for a channel of length \(L\), and it depends on the orientation. Putting \(\tau\sim L/v_x\) into \(G=\sigma W/L\) gives

\[
G\sim\frac{ne^2W}{m_xv_x}.
\]

At a given Fermi energy \(v_x\propto1/\sqrt{m_x}\), so this estimate varies as \(1/\sqrt{m_x}\) and not as \(1/m_x\). It is only a scaling argument, and it still needs the fact, shown below, that the Fermi energy is the same in both orientations.

The second argument counts the velocity twice. A mode with faster electrons has fewer states per unit energy, and the two effects cancel. To see this, let the source fill right-moving states up to an energy \(eV\) above the drain. In one mode, a length \(L\) of channel holds \(2L\,dk_x/(2\pi)\) states in the interval \(dk_x\), the 2 being for spin. Each electron contributes a current \(ev_x/L\), with \(v_x=(1/\hbar)\,\partial E/\partial k_x\). The magnitude of the net current is

\[
I=2e\int\frac{dk_x}{2\pi}\,\frac{1}{\hbar}\frac{\partial E}{\partial k_x}
=\frac{2e}{h}\int dE=\frac{2e^2}{h}V ,
\]

since \(2\pi\hbar=h\) and the energy window has width \(eV\). Every open mode contributes \(2e^2/h\), whatever its velocity. Only the number of modes can differ between the two orientations.

## The right solution

**Fermi energy at fixed density.** The occupied states fill an ellipse with semi-axes

\[
k_{x,F}=\frac{\sqrt{2m_xE_F}}{\hbar},\qquad
k_{y,F}=\frac{\sqrt{2m_yE_F}}{\hbar}.
\]

Its area is \(\pi k_{x,F}k_{y,F}\). Per unit area of channel there are \(2/(2\pi)^2\) states per unit area of \(k\) space, so

\[
n=\frac{2\pi k_{x,F}k_{y,F}}{4\pi^2}=\frac{k_{x,F}k_{y,F}}{2\pi}
=\frac{\sqrt{m_xm_y}\,E_F}{\pi\hbar^2},
\qquad
E_F=\frac{\pi\hbar^2n}{\sqrt{m_xm_y}} .
\]

The masses enter through their product. Exchanging them leaves \(E_F\) unchanged.

**Number of modes.** Hard side walls allow \(k_y=j\pi/W\) with \(j=1,2,\dots\). A mode is open if its lowest energy, reached at \(k_x=0\), lies below \(E_F\), which means \(k_y<k_{y,F}\). For a channel wide enough to hold many modes, their number is

\[
M=\frac{k_{y,F}W}{\pi}.
\]

The mass along the width sets this count at a given \(E_F\). The mass along transport enters only through the condition of fixed density.

**Conductance.** Inserting \(E_F\) into \(k_{y,F}\) gives

\[
k_{y,F}^2=\frac{2m_y}{\hbar^2}\,\frac{\pi\hbar^2n}{\sqrt{m_xm_y}}
=2\pi n\sqrt{\frac{m_y}{m_x}},
\qquad
k_{y,F}=\sqrt{2\pi n}\left(\frac{m_y}{m_x}\right)^{1/4}.
\]

With \(G=(2e^2/h)M\) and \(\sqrt{2\pi n}/\pi=\sqrt{2n/\pi}\),

\[
\frac{G}{W}=\frac{2e^2}{h}\sqrt{\frac{2n}{\pi}}\left(\frac{m_y}{m_x}\right)^{1/4}.
\]

For equal masses the last factor is 1 and the orientation drops out, as it must. For unequal masses the exchange turns a fourth root into its inverse, so the ratio contains it twice:

\[
\frac{G_{\text{light along }x}}{G_{\text{heavy along }x}}
=\frac{(0.92/0.19)^{1/4}}{(0.19/0.92)^{1/4}}
=\sqrt{\frac{0.92}{0.19}}=2.20 .
\]

**The same factor seen as a velocity.** The density of states per area, \(D=n/E_F=\sqrt{m_xm_y}/(\pi\hbar^2)\), is common to both orientations. Half of the states in the bias window move forward, which gives \((D/2)eV\) electrons per area. Scaling the ellipse to a circle spreads the states evenly over an angle \(\theta\), with \(v_x=v_{\max}\cos\theta\) and \(v_{\max}=\sqrt{2E_F/m_x}\). The mean of \(\cos\theta\) over the forward half is \(2/\pi\), and therefore

\[
\frac{G}{W}=e^2\,\frac{D}{2}\,\frac{2}{\pi}\,v_{\max}
=\frac{e^2}{\pi}\,\frac{\sqrt{m_xm_y}}{\pi\hbar^2}\sqrt{\frac{2E_F}{m_x}}
=\frac{e^2k_{y,F}}{\pi^2\hbar}
=\frac{2e^2}{h}\,\frac{k_{y,F}}{\pi}.
\]

This is the mode formula again. One may say that there are 2.20 times as many modes, or that the same number of electrons in the bias window moves 2.20 times as fast. These are two descriptions of one factor, and multiplying them was the fault.

## Numbers

The density is 0.05 nm⁻², so \(\sqrt{2\pi n}=0.5605\) nm⁻¹, and \((0.92/0.19)^{1/4}=1.483\). The Fermi energy is 28.6 meV in both orientations.

With the light mass along transport, \(k_{y,F}=0.5605\times1.483=0.831\) nm⁻¹. Division by \(\pi\) gives 264.7 modes per µm of width. Each contributes 77.48 µS, so \(G/W=20.5\) mS/µm.

With the heavy mass along transport, \(k_{y,F}=0.5605/1.483=0.378\) nm⁻¹. This gives 120.3 modes per µm and \(G/W=9.32\) mS/µm. The ratio is \(20.5/9.32=2.20\).

The formula treats \(M\) as continuous. Filling the subbands of a strip 100 nm wide at the same density opens 26 and 12 modes, a ratio of 2.17; this value jumps with the width, between 2.08 and 2.33 for widths from 90 to 110 nm. In a strip 5 µm wide the counts are 1323 and 601, and the ratio is 2.201.

## What leaves the ratio alone

**Temperature.** At temperature \(T\) each energy contributes with the weight \(-f'(E)\), where \(f\) is the Fermi function:

\[
\frac{G(T)}{G(0)}=\int_0^\infty dE\,\bigl(-f'(E)\bigr)\sqrt{\frac{E}{E_F}} .
\]

At fixed \(n\) the chemical potential depends on the masses only through \(D\), which the exchange does not alter. Both conductances therefore acquire the same factor, and the ratio stays at 2.20.

The factor itself is below 1. Integration by parts gives \(\int(-f')E\,dE=\int f\,dE=n/D=E_F\), while \(\int(-f')\,dE=f(0)<1\). The Cauchy–Schwarz inequality then bounds the factor by \(\sqrt{f(0)}\). At 300 K the thermal energy, 25.9 meV, is close to \(E_F\), and the factor is 0.76. Zero temperature is thus a poor approximation for the size of \(G\) at room temperature, though not for the ratio in this model.

**Nonparabolicity.** Suppose that \(E\) is replaced by \(E(1+\alpha E)\) on the left of the dispersion relation. The Fermi contour is still an ellipse of the same shape, and fixed \(n\) fixes its area. Hence \(k_{y,F}\) and the zero-temperature conductance do not change. For \(\alpha=0.5\) eV⁻¹, with \(E\) counted from the bottom of the subband, only the Fermi energy moves, from 28.6 to 28.2 meV. If \(E\) is counted from a bulk band edge lying below the subband, the shift is larger, but the ratio is still unchanged. This relies on the form \(E(1+\alpha E)\), which bends all directions alike. In silicon the nonparabolicity couples the two transverse directions, so confinement along one of them raises the in-plane light mass and leaves the heavy one alone: a two-band \(k\cdot p\) valley in a triangular well of 0.3 to 1 MV/cm has a light mass of about 0.22 to 0.25, and the ratio drops to about 2.0 to 1.9 (valley \(0.15\times2\pi/a\) from the X point, coupling \(1/M=1/m_t-1/m_0\)). The size depends on the band model: a single empirical-pseudopotential conduction band in the same well raises the light mass by about 20 to 65 % instead of 16 to 32 %, which would put the ratio near 1.7 at 1 MV/cm.

## What changes it

**A second valley with exchanged axes.** Let it hold a fraction \(p\) of the density, the same in both orientations. At zero temperature each valley contributes in proportion to the square root of its own density. With \(s=2.20\) the ratio becomes

\[
R(p)=\frac{s\sqrt{1-p}+\sqrt p}{\sqrt{1-p}+s\sqrt p}.
\]

For \(p=0.1\) this is \((2.088+0.316)/(0.949+0.696)=1.46\). A small population has a large effect because \(\sqrt p\) is much larger than \(p\). This holds for degenerate valleys. At 300 K the minority valley is nondegenerate, its conductance is nearly proportional to its density, and the ratio for \(p=0.1\) is 1.81. For \(p=0.5\) the ratio is 1.

**Scattering.** Let both orientations share one relaxation time \(\tau\), and add the ballistic resistance to the diffusive one:

\[
\frac1G=\frac1{G_b}+\frac{L}{\sigma W}=\frac1{G_b}\left(1+\frac L\lambda\right),
\qquad \lambda=\frac{\sigma W}{G_b},
\]

where \(G_b\) is the ballistic conductance. The transmission is then \(\lambda/(\lambda+L)\). Since \(n=DE_F=Dm_xv_{\max}^2/2\), the conductivity is \(\sigma=e^2\tau Dv_{\max}^2/2\). Dividing by \(G_b/W=e^2Dv_{\max}/\pi\) gives \(\lambda=(\pi/2)v_{\max}\tau\). The two values of \(\lambda\) differ by another factor of 2.20. For \(L\ll\lambda\) the ratio is 2.20; for \(L\gg\lambda\) it is \(2.20^2=4.84\). The first answer above belongs to this diffusive limit, and only when \(\tau\) is common to both axes, as it is for short-range scatterers. Reversing the motion along the light axis takes a smaller momentum transfer (\(2k_F=0.76\) nm⁻¹) than along the heavy axis (1.66 nm⁻¹), so smooth disorder relaxes the light-axis velocity faster. For screened charges 1 to 2 nm from the electron sheet (Born approximation, screening wave vector 2.0 nm⁻¹, the value for one valley and a mean permittivity of 7.8) the light-axis time is 0.42 to 0.31 of the heavy-axis time, and the diffusive ratio is 2.1 to 1.5, below the ballistic value. Closer charges act more like short-range scatterers and leave it above that value: 2.7 at 0.5 nm and 3.8 for charges in the sheet.

A light-axis mobility of 300 cm²/Vs corresponds to \(\tau=32\) fs and to \(\lambda=11.7\) and 5.3 nm. For \(L=20\) nm the estimated transmissions are 0.3695 and 0.2103. Solving the Boltzmann equation with isotropic elastic scattering gives 0.3639 and 0.2085, so the estimate is high by 1.5 % and 0.9 % of the solved values. The conductance ratio from the solution is \(2.20\times0.364/0.209\), or about 3.8; averaging over the Fermi window at 300 K with the same \(\tau\) lowers it to about 3.6. These values lie at the edge of the semiclassical picture: \(\hbar/\tau\) is 20 meV against \(E_F=28.6\) meV, and \(L\) is only 1.2 Fermi wavelengths along the light axis. The digits given describe the Boltzmann model, not a quantum channel.

**Series resistance.** A resistance common to both orientations pulls the ratio towards 1. The ballistic channels have 48.8 and 107.3 Ω µm. Adding 100 Ω µm to each gives \(207.3/148.8=1.39\).

## Beside a real channel

The masses are those of a silicon conduction valley. The density, mobility, length and series resistance are rough values for a short silicon transistor, not data for a particular device. Silicon breaks the one-valley assumption first. Its valleys come in pairs with equal ellipses; sharing the same \(n\) equally between two such valleys multiplies \(G\) by \(2\sqrt{1/2}=1.41\) at zero temperature (by 1.11 at 300 K) in both orientations and leaves the ratio alone. On a (001) surface, however, confinement favours the pair whose heavy axis is normal to the surface. Without shear strain its in-plane masses are equal, so it gives no contrast. The remaining two pairs have mutually exchanged axes and cancel each other's contrast when equally filled. On (001) a ratio near 2.2 therefore requires strain, or some other cause, that leaves one in-plane orientation of the ellipse occupied, and it also requires channels along the ⟨100⟩ axes: for the usual ⟨110⟩ channels the ellipse lies at 45° in both orientations and the ratio is 1. Uniaxial stress along [110] is a separate case: it shears the surface-normal pair into an ellipse with axes along ⟨110⟩ and gives those channels a small contrast, 1.04 to 1.16 at 1 GPa depending on the band model, far from 2.2. Other surfaces behave differently. On (110) the four lowest valleys share one orientation, with in-plane masses 0.19 and 0.555, so for channels along [001] and \([1\bar10]\) parabolic valleys give \(\sqrt{0.555/0.19}=1.71\) at zero temperature; the rise of the light mass under confinement lowers this to about 1.5 to 1.6. At 300 K the remaining pair, whose light axis lies along the other direction, is partly filled, and parabolic valleys in a triangular well of 0.3 to 0.8 MV/cm give about 1.3 to 1.4. With the two-band coupling included, that pair lies only 15 to 20 meV above the four valleys and holds about a quarter of the density, and the ratio is about 1.1.

Even then, a 20 nm channel with these values is not ballistic. Dividing the ballistic resistances by the solved transmissions gives 134 and 515 Ω µm, and adding the series resistance gives \(615/234\approx2.6\). That this lies near 2.2 is a partial cancellation of two large corrections, not a sign of ballistic transport. The estimate also keeps a single valley where silicon would fill a pair, combines a rough room-temperature mobility with zero-temperature velocities and assumes one scattering time for both axes, so it is no prediction for a device. Even the sign of the scattering correction depends on the disorder: at the same light-axis mobility, screened charges 1 to 2 nm from the sheet give 2.1 to 1.7 at \(L=20\) nm in place of 3.8, and 1.6 to 1.4 with the series resistance in place of 2.6. The numerical output below lists the principal values used here.

## Table of computed values

```
Labels light/heavy name the mass along transport
Masses: 0.19 and 0.92 free electron masses
Sheet density: 5.00e+12 cm^-2
Fermi energy, both orientations: 28.63 meV
Conductance quantum 2e^2/h: 77.481 uS
light: k_x semi-axis 0.3778 nm^-1
light: k_y semi-axis 0.8314 nm^-1
light: modes per width 264.7 per um
light: maximum x velocity 2.302 x 10^7 cm/s
light: ballistic G/W 20.506 mS/um
light: ballistic resistance x width 48.77 ohm um
heavy: k_x semi-axis 0.8314 nm^-1
heavy: k_y semi-axis 0.3778 nm^-1
heavy: modes per width 120.3 per um
heavy: maximum x velocity 1.046 x 10^7 cm/s
heavy: ballistic G/W 9.319 mS/um
heavy: ballistic resistance x width 107.31 ohm um
Ballistic conductance ratio: 2.2005
Mass ratio (diffusive limit): 4.8421
Strip 5 um wide, modes light/heavy: 1323 / 601
Ratio from this mode count: 2.2013
Ratio from k-state sum at 10 K: 2.2005
Thermal energy at 300 K: 25.85 meV
G at 300 K / G at 0 K, fixed density: 0.7555
Ratio from k-state sum at 300 K: 2.2005
Strip 100 nm wide, modes light/heavy: 26 / 12
Ratio in this strip: 2.167
Nonparabolicity: 0.50 eV^-1
Nonparabolic Fermi energy: 28.23 meV
Nonparabolic ratio at 10 K: 2.2005
Ratio, 10 % in exchanged valley: 1.462
Ratio, 50 % in exchanged valley: 1.000
G factor for an equal valley pair, same total n: 1.4142
Channel length for scattering: 20 nm
Light-axis mobility: 300 cm^2/Vs
Common scattering time: 32.4 fs
light: mean free path for backscattering 11.72 nm
light: transmission, lambda/(lambda+L) 0.3695
light: transmission, Boltzmann solution 0.3639
heavy: mean free path for backscattering 5.33 nm
heavy: transmission, lambda/(lambda+L) 0.2103
heavy: transmission, Boltzmann solution 0.2085
Ratio with scattering (Boltzmann): 3.841
Series resistance x width: 100 ohm um
Ballistic ratio with series resistance: 1.394
```
